Spin-torque diode voltage with absorptive and dispersive resonance parts

An alternating current of amplitude 20 µA and zero mean flows through a model magnetic tunnel junction. When its frequency equals the 5.60 GHz resonance of the free layer, a direct voltage of −36.4 µV, to leading order in the current, appears across the junction. The voltage is larger still, −41.5 µV, at a frequency about 42 MHz below the resonance. Two things need explaining: why a current without a direct part produces a direct voltage, and why that voltage is not greatest at resonance.

**1. The average of current times resistance**

Let the current be

I(t) = I cos ωt,   (1)

and let the free layer be uniformly magnetized along the unit vector m. In equilibrium m lies along x, in the film plane; z is the film normal. The fixed layer points along p = (cos θ0, sin θ0, 0). I write c = cos θ0 and s = sin θ0, and take the resistance as

R = R0 − (ΔR/2) m·p,   (2)

where ΔR > 0 is the antiparallel resistance minus the parallel one and R0 is their mean.

For small precession m ≈ (1, m_y, m_z), so m·p ≈ c + s m_y. The oscillating part of the resistance is therefore

δR(t) = −(ΔR/2) s m_y(t).   (3)

The steady response at the drive frequency has the form

m_y(t) = Re(Y e^{iωt}) = Re Y cos ωt − Im Y sin ωt.   (4)

The constant part of R multiplies a current of zero mean and drops out of the average. In the rest, ⟨cos² ωt⟩ = 1/2 and ⟨cos ωt sin ωt⟩ = 0, which leaves

V = ⟨I(t) δR(t)⟩ = −(ΔR s I/4) Re Y.   (5)

Only the part of the resistance oscillation in phase with the current is rectified. A quadrature oscillation, however large, averages to zero.

Since Y is proportional to I at small drive, V is of order I². Second-order changes of m do not alter this order. They contain a constant and a part at 2ω, and both average to zero against cos ωt. The next correction is of order I⁴: replacing I by −I shifts the drive by half a period, which cannot change a time average, so V is even in I. This holds while the steady state is the one that grows continuously from equilibrium.

**2. Equation of motion and its linear form**

The magnetization obeys the Landau–Lifshitz–Gilbert equation with two current-induced torques,

dm/dt = −γ m×[B_eff + b I(t) p] + γ a I(t) m×(p×m) + α m×dm/dt,   (6)

B_eff = B x − B_M m_z z.   (7)

Here γ > 0 is the gyromagnetic ratio, α the Gilbert damping, B the static field along x, and B_M the effective demagnetizing field, reduced by any perpendicular anisotropy. I assume B > 0 and B + B_M > 0, so that the equilibrium is stable. The coefficients a (damping-like torque) and b (field-like torque) are in tesla per ampere. A field-like torque linear in the current requires an asymmetric junction. In a symmetric one it is even in the current, so b = 0 at zero bias; a torque proportional to I(t)² has only a constant part and a part at 2ω, and gives no voltage of order I². With a > 0, positive current pushes m towards p.

The size of a follows from angular momentum. A current I with spin efficiency η delivers ħηI/(2e) of spin angular momentum per unit time. A layer of magnetization M_s and volume v carries angular momentum M_s v/γ. The ratio is the rate γaI, hence

a = ħη/(2e M_s v).   (8)

Now keep first-order terms in m_y, m_z and I. The static field gives

m×B_eff ≈ (0, (B + B_M) m_z, −B m_y),   (9)

where the y component is m_z B − m_x(−B_M m_z). In the torques, which already contain I, m may be replaced by x: x×p = s z, and x×(p×x) = p − x(x·p) = s y. Finally, x×dm/dt = (0, −dm_z/dt, dm_y/dt). With

ω1 = γB, ω2 = γ(B + B_M),   (10)

equation (6) becomes

dm_y/dt = −ω2 m_z − α dm_z/dt + γ a s I(t),   (11)

dm_z/dt = ω1 m_y + α dm_y/dt − γ b s I(t).   (12)

The damping-like torque drives the in-plane component directly. The field-like torque drives the out-of-plane component, which then turns the magnetization in the plane through ω2.

**3. Solving for the response**

Set m_z = Re(Z e^{iωt}) and replace d/dt by iω:

iωY + (ω2 + iαω) Z = γ a s I,   (13)

−(ω1 + iαω) Y + iωZ = −γ b s I.   (14)

Multiply (13) by iω and (14) by (ω2 + iαω), and subtract. Z cancels:

D Y = γ s I [iωa + (ω2 + iαω) b],   (15)

D = −ω² + (ω1 + iαω)(ω2 + iαω).   (16)

Multiplying out, D = ω1ω2 − (1+α²)ω² + iαω(ω1+ω2). Taking out the factor 1+α² gives

D = (1+α²)(ωr² − ω² + iωΓ),   (17)

ωr² = ω1ω2/(1+α²), Γ = α(ω1+ω2)/(1+α²).   (18)

Collect the bracket in (15) as bω2 + iω(a+αb), and multiply numerator and denominator by the conjugate of ωr² − ω² + iωΓ. The real part of the new numerator is

Re{[bω2 + iω(a+αb)] [(ωr² − ω²) − iωΓ]} = bω2(ωr² − ω²) + (a+αb)Γω².   (19)

The last term is positive because i·(−i) = 1. Inserting Re Y in (5) gives the diode voltage

V = −[γ ΔR s² I²/(4(1+α²))] × [(a+αb)Γω² + bω2(ωr² − ω²)] / [(ωr² − ω²)² + ω²Γ²].   (20)

One factor s comes from the torque and the other from the readout. In a collinear state, s = 0, this rectification vanishes at order I².

Two limits show what lies far from resonance. As ω → 0, the ratio in (20) tends to bω2/ωr² = (1+α²)b/(γB), so

V → −ΔR s² I² b/(4B).   (21)

This is a quasistatic tilt: the torque field b s I(t) turns m through the angle b s I(t)/B, in phase with the current. The damping-like torque drops out. For ω ≫ ωr, Γ, the same formula gives

V → [γ ΔR s² I²/(4(1+α²))] [bω2 − (a+αb)Γ]/ω².   (22)

When b > 0 and bω2 exceeds (a+αb)Γ, as in the example below, the voltage has opposite signs at the two ends of the spectrum.

**4. The two resonance shapes**

Let δ = ω − ωr and h = Γ/2, with |δ| and h both much smaller than ωr. Then ωr² − ω² = −δ(2ωr + δ) ≈ −2ωrδ, and ω² ≈ ωr² elsewhere. The ratio in (20) becomes

[2hωr²(a+αb) − 2bω2ωrδ] / [4ωr²(δ² + h²)] = [h(a+αb) − b(ω2/ωr)δ] / [2(δ² + h²)].   (23)

Define

A = a + αb, C = bω2/ωr.   (24)

Taking 1/(2h) out of (23) leaves a prefactor γΔR s²I²/[8(1+α²)h]. From (18), (1+α²)h = αγ(2B+B_M)/2, so γ cancels, and

V ≈ −K [A h²/(δ²+h²) − C hδ/(δ²+h²)],   (25)

K = ΔR s² I²/[4α(2B + B_M)].   (26)

The first shape is even in δ and peaks at resonance: it is the absorptive line. The second is odd, vanishes at resonance and has its extrema at δ = ±h: it is the dispersive line. At ω = ωr, the full formula (20) also gives V = −KA, so the narrow-line approximation costs nothing there.

The phases explain the assignment. At ω = ωr, equations (15) and (17) give

Y = [s I/(α(2B + B_M))] (A − iC).   (27)

The damping-like torque pushes m_y directly, and at resonance m_y moves in phase with it. The field-like torque acts as a transverse field, and the response to a field at resonance lags by a quarter period. That swing is present but is not rectified. Away from resonance its phase shifts, and an in-phase part appears with opposite signs on the two sides.

The assignment is not perfect, because A contains αb. The field-like term in (12) contributes −γbsI to dm_z/dt, and the damping term −α dm_z/dt in (11) turns this into +αγbsI, which acts like a damping-like torque. The correction is small when α|b| ≪ |a|.

The factor ω2/ωr in C equals √(1+α²) √((B+B_M)/B). In a film with B_M ≫ B it is large, so a weak field-like torque can leave a strong dispersive signal. The ratio C/A of the two line coefficients is not close to b/a until this factor has been divided out. If line heights are compared instead, a further factor of 2 enters, because the dispersive shape rises only to 1/2.

The sign also has a direct reading. Take the damping-like torque alone, with a > 0, at resonance. Then m is nearest to p when the current has its positive peak, so the resistance is low during the positive half-cycle and high during the negative one. The average of the product is negative.

**5. Where the voltage is largest**

Put δ = h tan φ, with −π/2 < φ < π/2. The two shapes become cos²φ = (1 + cos 2φ)/2 and sin φ cos φ = (sin 2φ)/2, so

V = −(K/2)[A + A cos 2φ − C sin 2φ].   (28)

Let S = √(A² + C²), A = S cos χ and C = S sin χ. The last two terms combine to S cos(2φ+χ), which runs between −S and S. For A > 0 and C > 0 the extrema are

V_main = −(K/2)(A + S) at δ = −h tan(χ/2) = −hC/(A + S),   (29)

V_opp = (K/2)(S − A) at δ = h(A + S)/C.   (30)

The second position follows because φ is larger there by π/2, and tan(φ + π/2) = −1/tan φ. The dispersive part thus moves the largest signal off resonance and creates a weaker lobe of opposite sign. Between them V vanishes at δ = hA/C.

**6. A worked junction**

Take round parameters: B = 50 mT, B_M = 750 mT, α = 0.01, θ0 = 60°, ΔR = 500 Ω, R0 = 750 Ω and I = 20 µA. The free layer has v = 2.0 × 10⁻²³ m³, M_s = 10⁶ A/m and η = 0.5. Equation (8) gives a = 8.23 T/A, and I choose b = 0.2a = 1.65 T/A. The torque fields aI = 0.165 mT and bI = 0.033 mT are small beside B.

The resonance lies at γ√(0.050 × 0.800) T = γ × 0.200 T, or 5.60 GHz. The half width is γ × 0.01 × 0.850 T/2 = γ × 4.25 mT, or 119 MHz. Thus h/ωr = 0.021, and the line is narrow. The ellipticity factor is √(0.800/0.050) = 4.00.

From (27), with α(2B+B_M) = 8.5 mT,

Re Y = 0.1646 × 0.866 × 1.002/8.5 = 0.0168.

The factor 1.002 is A/a. The in-phase resistance swing is −250 Ω × 0.866 × 0.0168 = −3.64 Ω, and

V = (20 µA × −3.64 Ω)/2 = −36.4 µV.

This is the first number of the opening: half the product of two in-phase amplitudes. The quadrature part, Im Y = −0.0134, has 80% of the size of Re Y and contributes nothing.

For the line shape, KA = 36.4 µV and KC = 29.0 µV. Although b is a fifth of a, the dispersive coefficient is 80% of the absorptive one, because of the factor 4.00. Then KS = √(36.4² + 29.0²) µV = 46.5 µV, and (29) gives

V_main = −(36.4 + 46.5)/2 µV = −41.5 µV,

δ = −h × 29.0/(36.4 + 46.5) = −0.35 h.

With h/2π = 119 MHz this is 42 MHz below resonance, the second number of the opening. In this narrow-line form the voltage changes sign at δ = (36.4/29.0)h = 1.25 h; the full formula (20) puts the zero at 1.30 h.

The equilibrium resistance is 750 − 250 × 0.5 = 625 Ω, and the power dissipated in it is I² × 625 Ω/2 = 125 nW. The voltage at resonance per unit of this power is 291 V/W in magnitude. This is not the voltage per unit of source power, which also depends on how much power the junction reflects.

**7. How well the formulas hold**

Equation (6) can be integrated in time without linearization and I(t)R(t) averaged directly. At eleven frequencies between 0.5ωr and 1.4ωr, the result differs from (20) by at most 0.14% of the resonance voltage; on a fine grid within 3h of the resonance the largest deviation is 0.16%, near δ = 0.2h. At four times the current the largest deviation is 2.2% of the resonance voltage that (20) gives for that current. Between 2I and 4I it grows by a factor 4.02, as expected for a correction of relative order I². Extrapolation to zero current leaves 1.5 × 10⁻⁵ of the resonance voltage.

Switching off one torque at a time tests the assignment of the shapes. With the damping-like torque alone, the voltages at δ = −h, 0 and h are −18.0, −36.3 and −18.3 µV: an almost even line. With the field-like torque alone they are −14.9, −0.06 and 14.2 µV: an almost odd line. The small remainder at the centre has the sign of the αb term, for which (20) predicts −0.07 µV. The difference, about 0.02 µV, is within the size of the finite-current deviations found above.

The narrow form (25) differs from (20) by at most 1.4% of the largest voltage for |δ| ≤ 3h. This error halves when α is halved, since the neglected terms are of relative order δ/ωr and δ is measured in units of h. In the opposite lobe the two parts have opposite signs and leave only a small voltage, so an absolute error of similar size matters more: (30) gives 5.1 µV and the full formula 4.6 µV.

To separate the torques from a measured line, one fits the two shapes and uses

b/(a + αb) = (C/A)(ωr/ω2).   (31)

Applied to the directly integrated line at nine points within 3h, this gives 0.196 (0.195 with dense, even sampling), against the chosen b/a = 0.200. The αb term accounts for about a tenth of the 2% shortfall. The narrow-line error is large enough to explain the rest; a fit with (20) itself would avoid that error. The numerical output lists the full line.

**8. When the assignment changes**

Suppose the microwave circuit also produces a field B₁ cos(ωt + ψ) along y. Its torque has the form of the field-like one, so in (15) b is replaced by b + B₁e^{iψ}/(sI). Write this sum as b′ + ib″. Near resonance, where ωr² − ω² is itself of order α, the numerator (19) becomes to leading order in α

Re{[iωa + ω2(b′ + ib″)] [(ωr² − ω²) − iωΓ]} = b′ω2(ωr² − ω²) + (a + b″ω2/ω)Γω².   (32)

The part of the field in quadrature with the current changes the absorptive line and imitates a damping-like torque, enhanced by ω2/ω. It adds to a when the field leads the current (b″ > 0) and subtracts from a when the field lags (b″ < 0). The reading of the two shapes as two torques therefore requires that such a field be negligible, or that its amplitude and phase be known.

A direct bias current I_dc changes the calculation at the same order. The second-order change in mean resistance, harmless above, now multiplies I_dc and gives a voltage also proportional to I². Equation (20) then no longer contains all terms of its order. The bias also changes the rectified term itself, because its torques alter the effective damping and the equilibrium about which m precesses. In the worked junction at ω = ωr, I_dc = +100 µA and −100 µA move that term from −36.4 µV to −33.9 and −38.8 µV, while the mean-resistance term adds +1.4 and −2.0 µV.

If the resistance does not follow (2), let R(θ) depend on the angle θ between m and p. Since θ ≈ θ0 − m_y, δR = −(dR/dθ) m_y at θ0. The factor (ΔR/2)s in (3) is replaced by dR/dθ, and ΔR s² in (20) and (26) by 2s dR/dθ. The line shape is unchanged, provided a and b are the torque coefficients at θ0. The size can change considerably. In tunnel junctions it is usually the conductance, rather than the resistance, that is nearly linear in m·p. With the same end values of 500 and 1000 Ω, the worked junction would then have R = 571 Ω and dR/dθ = 141 Ω at 60°, in place of 625 Ω and 217 Ω, and, if a and b keep their values, its voltages would be 0.65 times those given above. Voltage-dependent resistance, voltage-controlled anisotropy, thermal motion and non-uniform precession lie outside this model. Thermal motion is not small in the worked junction: equipartition gives m_y a root-mean-square value of √(k_BT/(M_s v B)) = 0.064 at 300 K, more than the driven swing. The accuracy found in section 7 therefore applies to the model without thermal motion, not to a junction at room temperature.

Computed results

```
in-plane field B = 50 mT, B_M = 750 mT
damping alpha = 0.01, angle theta0 = 60 deg
Ms = 1.0e+06 A/m, volume = 2.0e-23 m^3, eta = 0.5
Delta R = 500 ohm, R0 = 750 ohm, I = 20 uA
gamma = 1.76086e+11 rad/(s T)
a = 8.2276 T/A, b = 1.6455 T/A
torque fields: a I = 0.1646 mT, b I = 0.0329 mT
resonance frequency wr/2pi = 5604.7 MHz
half width h/2pi = 119.09 MHz, h/wr = 0.02125
ellipticity factor w2/wr = 4.0002
at resonance Re Y = 0.01680, Im Y = -0.01341 (rad)
in-phase resistance swing = -3.6371 ohm
K(a+alpha b) = 36.371 uV, K b w2/wr = 29.040 uV
voltage at resonance, formula = -36.371 uV
(w-wr)/h | V simulated | V full formula | V narrow form, uV
 -3.0   -12.482   -12.481   -12.349
 -2.0   -18.996   -18.993   -18.890
 -1.0   -32.834   -32.824   -32.706
 -0.5   -40.815   -40.813   -40.713
  0.0   -36.322   -36.371   -36.371
  0.5   -17.658   -17.700   -17.481
  1.0    -4.146    -4.158    -3.665
  2.0     3.763     3.763     4.342
  3.0     4.549     4.549     5.075
at 0.5 wr: simulated -1.6734, full -1.6734 uV
at 1.4 wr: simulated 1.1415, full 1.1415 uV
each torque alone, simulated at wr-h, wr, wr+h, uV:
damping-like only: -17.962 -36.291 -18.331
field-like only: -14.870 -0.055 14.180
largest deviation / resonance voltage at I: 1.35e-03
same at 2I: 5.38e-03, at 4I: 2.17e-02, ratio 4.023
deviation after extrapolation to zero current: 1.5e-05
narrow-form error within 3h: 0.0141, half alpha: 0.0071
fitted absorptive -36.608 uV, dispersive 28.651 uV
b/a from fit = 0.1957, input = 0.2000
main extremum, narrow form: -41.457 uV at -0.3502 h
main extremum, full formula: -41.525 uV at -0.3535 h
main extremum offset from wr, narrow form: -41.71 MHz
opposite extremum, narrow form: 5.086 uV at 2.855 h
opposite extremum, full formula: 4.553 uV at 2.908 h
equilibrium resistance = 625.0 ohm, power = 125.00 nW
resonance voltage / dissipated power = -290.97 V/W
```
